# Meyer Capacitances Conserve Gate Charge but Not Source and Drain Charge

The Meyer model of a MOS transistor places one capacitor between gate and source and another between gate and drain, both obtained by differentiating the gate charge. Take the gate-source and gate-drain overdrives round a square between $a_1$ and $a_2$, raising the gate-source one first. All voltages return to their starting values, and so does the gate charge. The source terminal, however, has received the net charge

$$
\Delta q_S=-\frac{C_0\,(a_2-a_1)^2}{3\,(a_1+a_2)},\qquad \Delta q_D=-\Delta q_S ,
$$

where $C_0$ is the total oxide capacitance. No function of the voltages can change by a nonzero amount round a closed loop, so the model has no source charge and no drain charge. Total charge is still conserved, since whatever enters one plate of a capacitor leaves the other. Nor is reciprocity alone to blame: a reciprocal model with conserved terminal charges is constructed below.

## The model

Consider a long, uniform n-channel transistor in strong inversion, with constant mobility $\mu$ and constant threshold $V_T$. Charge and current are positive when they flow into a terminal. Define

$$
a=V_{GS}-V_T,\qquad b=V_{GD}-V_T,\qquad C_0=WLC_{ox}.
$$

If $V(x)$ is the channel potential, the local overdrive is $u=V_G-V_T-V$, with $u(0)=a$ at the source and $u(L)=b$ at the drain. The electron charge per area is $-C_{ox}u$. Electrons drift towards higher $V$ with velocity $\mu\,\partial_xV=-\mu\,\partial_xu$, so their flux, in units of $C_{ox}$ per width, is

$$
J=-\mu u\,\partial_x u=-\frac{\mu}{2}\,\partial_x u^2 .
$$

In the steady state $J$ is uniform, hence $u^2$ is linear in $x$:

$$
u^2=a^2-(a^2-b^2)\,\frac{x}{L},\qquad dx=-\frac{2L\,u\,du}{a^2-b^2}.
$$

The gate charge mirrors the channel charge, apart from a constant that is dropped:

$$
Q_G=WC_{ox}\int_0^L u\,dx=\frac{2C_0}{a^2-b^2}\int_b^a u^2du
=\frac{2C_0}{3}\,\frac{a^3-b^3}{a^2-b^2}
=\frac{2C_0}{3}\,\frac{a^2+ab+b^2}{a+b}.
$$

The last step cancels the factor $a-b$. Differentiating with respect to $a$ gives the numerator $(2a+b)(a+b)-(a^2+ab+b^2)=a^2+2ab=(a+b)^2-b^2$, so that

$$
C_{GS}=\frac{\partial Q_G}{\partial a}=\frac{2C_0}{3}\left[1-\frac{b^2}{(a+b)^2}\right],\qquad
C_{GD}=\frac{\partial Q_G}{\partial b}=\frac{2C_0}{3}\left[1-\frac{a^2}{(a+b)^2}\right].
$$

Treated as two-terminal capacitors, these carry

$$
dq_S=-C_{GS}\,da,\qquad dq_D=-C_{GD}\,db,\qquad dq_G=C_{GS}\,da+C_{GD}\,db=dQ_G .
$$

The minus signs arise because charge entering the source plate leaves the gate plate.

## The counter-example

The example is a silicon switch with rough round values: $W=10$ µm, $L=5$ µm and a 20 nm oxide, giving $C_0=86.33$ fF. The gate is held at 4 V and the threshold is 1 V. Source and drain move between 0 and 2 V, so $a$ and $b$ move between 1 and 3 V. Gate and substrate are both fixed, so a gate-bulk capacitor would carry no charge.

On each leg one voltage moves. At fixed $b$, $\int C_{GS}\,da$ is simply the change in $Q_G$; at fixed $a$ the same holds for $\int C_{GD}\,db$. The corner values needed are

$$
Q_G(1,1)=1\,C_0,\quad
Q_G(3,1)=Q_G(1,3)=\tfrac23\cdot\tfrac{13}{4}\,C_0=\tfrac{13}{6}\,C_0,\quad
Q_G(3,3)=3\,C_0,
$$

with voltages in volts. In femtocoulombs they are 86.33, 187.04 and 258.98. The four legs are:

1. The source falls, $a:1\to3$ at $b=1$. The source receives $-\left(\tfrac{13}{6}-1\right)C_0=-\tfrac76C_0$, or $-100.72$ fC.
2. The drain falls, $b:1\to3$ at $a=3$. The drain receives $-\left(3-\tfrac{13}{6}\right)C_0=-\tfrac56C_0$, or $-71.94$ fC.
3. The source rises, $a:3\to1$ at $b=3$. The source receives $+\tfrac56C_0$, or $+71.94$ fC.
4. The drain rises, $b:3\to1$ at $a=1$. The drain receives $+\tfrac76C_0$, or $+100.72$ fC.

The source total is $-\tfrac13C_0\cdot1\,\mathrm{V}=-28.78$ fC and the drain total is $+28.78$ fC. The gate total is zero. The source capacitor is larger while the source falls, with the drain high, than while it rises, with the drain low. Charge delivered on the way down is therefore not all recovered on the way up.

The residual amounts to about $1.8\times10^5$ electron charges. With 20 ns per leg the period is 80 ns, and repeating the cycle gives a fictitious direct current of $28.78\ \mathrm{fC}/80\ \mathrm{ns}=360$ nA, entering at the drain and leaving at the source.

## This is not a time-step error

Suppose a simulator evaluates each capacitance at the end of a voltage step of size $h$. Over a leg with rising voltage, the sum exceeds the integral by $\tfrac h2(C_{end}-C_{start})$ to leading order; for falling voltage the sign is reversed. With $C_{GS}/C_0=\tfrac12,\tfrac58,\tfrac7{24}$ at $(1,1),(3,1),(1,3)$, and $\tfrac12$ again at $(3,3)$, the four legs contribute

$$
\frac{hC_0}{2}\left(\frac18+\frac5{24}+\frac5{24}+\frac18\right)=\frac{hC_0}{3}
$$

to the gate. For 100 steps per leg, $h=0.02$ V and the gate error is 0.576 fC; for 200 steps it is 0.288 fC. It vanishes with the step. The source residual in the same two calculations is $-29.06$ and $-28.92$ fC, and it tends to $-28.78$ fC, not to zero. A finer time step cures the first fault and leaves the second.

## The general statement and its proof

**Statement.** Let $Q_G(a,b)$ be twice continuously differentiable on a rectangle of the $(a,b)$ plane, and let the only capacitors be $C_{GS}=\partial Q_G/\partial a$ and $C_{GD}=\partial Q_G/\partial b$. The gate charge is then a function of the voltages. Source and drain charges are functions of the voltages if and only if

$$
\frac{\partial^2Q_G}{\partial a\,\partial b}=0\quad\text{throughout, that is,}\quad Q_G=f(a)+g(b).
$$

**Proof.** The gate part is immediate, since $dq_G=dQ_G$. For the source, apply Green's theorem to a counter-clockwise loop with $a$ horizontal and $b$ vertical. Since $\oint P\,da=-\iint\partial_bP\,da\,db$, setting $P=-C_{GS}$ gives

$$
\Delta q_S=-\oint C_{GS}\,da=\iint\frac{\partial C_{GS}}{\partial b}\,da\,db
=\iint\frac{\partial^2Q_G}{\partial a\,\partial b}\,da\,db .
$$

If the mixed derivative vanishes, every loop integral vanishes and a source charge exists. If it is nonzero at some point, continuity keeps its sign fixed in a small neighbourhood, and a loop there has a residual. For the drain, $dq_D=-C_{GD}\,db=-(dQ_G-C_{GS}\,da)=-dQ_G-dq_S$, so round any loop $\Delta q_D=-\Delta q_S$. Finally, a vanishing mixed derivative means that $\partial_aQ_G$ depends on $a$ alone, and integration gives the separable form. $\square$

In other words, each capacitor may depend on its own voltage and on no other. Constant overlap capacitances satisfy this and add nothing to the residual.

For the present transistor,

$$
\frac{\partial C_{GS}}{\partial b}
=-\frac{2C_0}{3}\,\frac{2b(a+b)-2b^2}{(a+b)^3}
=-\frac{4C_0}{3}\,\frac{ab}{(a+b)^3},
$$

which is negative wherever both channel ends are inverted. Every simple loop enclosing a finite area in that region therefore leaves a residual. Integrating the mixed derivative over the square gives the difference of corner values,

$$
\Delta q_S=Q_G(a_2,a_2)+Q_G(a_1,a_1)-2Q_G(a_2,a_1)
=C_0\left[a_1+a_2-\frac43\,\frac{a_1^2+a_1a_2+a_2^2}{a_1+a_2}\right].
$$

Over the common denominator $3(a_1+a_2)$ the numerator is $3(a_1+a_2)^2-4(a_1^2+a_1a_2+a_2^2)=-(a_2-a_1)^2$, which is the opening formula.

**Small loops.** Near $a=b=a_0$ the mixed derivative is $-C_0/(6a_0)$, so a small loop of area $A$ leaves $-C_0A/(6a_0)$. This is quadratic in the swing, which is why a linear small-signal analysis with fixed capacitances does not show it. Reversing the loop reverses the sign, and retracing a single line encloses no area and leaves nothing.

**A loop through saturation.** Ground the source. Raise the gate by $\Delta V_G$ with $V_D=0$, raise the drain until the channel is saturated over the whole gate swing, lower the gate, and lower the drain. On the first leg $a=b$ and $C_{GS}=C_0/2$. On the third leg the drain end is pinched off, $b$ is replaced by zero, and $C_{GS}=2C_0/3$. The drain legs leave $V_{GS}$ unchanged. Hence

$$
\Delta q_S=-\frac{C_0}{2}\Delta V_G+\frac{2C_0}{3}\Delta V_G=\frac{C_0\,\Delta V_G}{6}.
$$

For $\Delta V_G=2$ V this is $+28.78$ fC; the magnitude equals that of the square loop because of the numbers chosen. A loop entirely in saturation leaves no residual, because there $Q_G=\tfrac23C_0a$ is separable.

## Reciprocity alone is not the fault

Let all terminal charges derive from one function, $Q_i=\partial W/\partial V_i$. Then $\partial Q_i/\partial V_j=\partial Q_j/\partial V_i$, so the model is reciprocal, and its charges are functions of the voltages. With $W=W(a,b)$,

$$
Q_G=W_a+W_b,\qquad Q_S=-W_a,\qquad Q_D=-W_b .
$$

Put $s=a+b$ and $d=a-b$, so that $W_a+W_b=2W_s$. Since $a^2+ab+b^2=(3s^2+d^2)/4$, the required gate charge is $Q_G=C_0[s/2+d^2/(6s)]$. It is reproduced by

$$
W=C_0\left[\frac{s^2}{8}+\frac{d^2}{12}\ln\frac{s}{s_0}\right],
$$

with $s_0$ any fixed voltage. The gate-source capacitance is unchanged too: $-\partial Q_S/\partial V_G=W_{aa}+W_{ab}=\partial_aQ_G=C_{GS}$. Using $W_{aa}=C_{GS}-W_{ab}$,

$$
dQ_S=-W_{aa}\,da-W_{ab}\,db=-C_{GS}\,da+W_{ab}\,(da-db),\qquad da-db=dV_{DS}.
$$

The extra term is a source-drain capacitor $C_{SD}=-W_{ab}$. At $a=3$ V, $b=1$ V, with $s_0=4$ V, it is $-19.8$ fF. Its value depends on the arbitrary $s_0$, so this is a proof of existence and not a device model. If $C_{SD}$ were zero everywhere, $W$ would be separable and $Q_G$ with it. Reciprocity is not even needed for the conflict. If $Q_S$ does not respond to $V_D$, nor $Q_D$ to $V_S$, then $Q_S$ depends on $a$ alone and $Q_D$ on $b$ alone, and $Q_G=-Q_S-Q_D$ is separable. What cannot coexist are terminal charges, no source-drain coupling in either direction, and a non-separable $Q_G$.

## What the channel itself does

Electron continuity reads $\partial_tu=-\partial_xJ$. Multiply by $1-x/L$ and integrate by parts:

$$
\frac{d}{dt}\int_0^L\left(1-\frac xL\right)u\,dx
=J(0)-\frac1L\int_0^LJ\,dx
=J(0)-\frac{\mu}{2L}(a^2-b^2).
$$

Electrons entering at the source are a negative current there, $i_S=-WC_{ox}J(0)$. Therefore

$$
i_S=-I_T+\frac{dQ_S}{dt},\quad
I_T=\frac{\mu C_{ox}W}{2L}(a^2-b^2),\quad
Q_S=-WC_{ox}\int_0^L\left(1-\frac xL\right)u\,dx .
$$

Once the response is periodic, $u$ and hence $Q_S$ return to their values after each cycle. On the square, traversed at equal speeds, $b(t)$ is $a(t)$ delayed by a quarter period. The averages of $a^2$ and $b^2$ are then equal, and $I_T$ averages to zero. The net source charge per cycle is zero with nothing subtracted. A numerical solution of the time-dependent channel gives $4\times10^{-12}$ fC, which is rounding error, against Meyer's $-28.78$ fC.

For slow changes the steady profile may be inserted. With $1-x/L=(u^2-b^2)/(a^2-b^2)$,

$$
Q_S=-\frac{2C_0}{(a^2-b^2)^2}\int_b^au^2(u^2-b^2)\,du
=-\frac{2C_0\,(3a^5-5a^3b^2+2b^5)}{15\,(a^2-b^2)^2}.
$$

The bracket equals $(a-b)^2(3a^3+6a^2b+4ab^2+2b^3)$, so

$$
Q_S=-C_0\,\frac{6a^3+12a^2b+8ab^2+4b^3}{15\,(a+b)^2}.
$$

On the first leg this changes by $-\left(\tfrac{298}{240}-\tfrac12\right)C_0=-64.0$ fC. The time-dependent solution, less transport, gives $-63.9$ fC; Meyer gives $-100.7$ fC. The physical charges are not reciprocal: at $a=3$ V, $b=1$ V, $C_{SG}=-\partial Q_S/\partial V_G$ is 40.3 fF while $C_{GS}$ is 54.0 fF.

This partition has its own limit. Let the mobility, 500 cm²/Vs at low field, fall with lateral field $E$ as $1/\sqrt{1+(E/E_c)^2}$, where $E_c=2\times10^4$ V/cm, so that the velocity saturates at $10^7$ cm/s. The steady current still changes sign when source and drain are exchanged, so it still averages to zero on the square. Yet the solved channel passes about $-0.62$ fC per cycle, and the same to within 0.1% when the cycle is twice as fast. A charge independent of speed and left over after a closed loop cannot come from a source-charge function. For this mobility law such a function is therefore only approximate, with an error here of about 2% of Meyer's residual.

## Beside a real switch

The dimensions and voltages are meant to resemble an older 5 V analogue switch, not a scaled logic transistor, whose much shorter channel would make velocity saturation far more important. Of the neglected effects sized here, the largest is the dependence of threshold on substrate bias. For a doping of $10^{16}$ cm⁻³, with the overdrive at 0 V kept at 3 V, it changes the Meyer residual from $-28.8$ to $-35.2$ fC, or 22% in magnitude. This is a low estimate: with an n$^+$ polysilicon gate that doping alone gives a threshold near 0.1 V, so a 1 V threshold needs a shallow implant or a uniform doping of about $1.4\times10^{17}$ cm⁻³. In the latter case the residual roughly doubles and the channel end at 2 V is close to pinch-off. Diffusion at 300 K reduces the magnitude by about 1.3% in the charge-sheet approximation, if the charge densities at the channel ends are held fixed; resolving the inversion layer in depth raises this to about 2%. At fixed terminal voltages those densities shift too, and the combined change in the residual can approach 10%. Both the size of this shift and the sign of the combined correction depend on how the threshold is defined. Each nanometre of inversion depth lowers the capacitance by about 1.7%; at these electron densities, $1$ to $3\times10^{12}$ cm⁻², the depth is nearer 3 to 5 nm, so the loss is several per cent. The fall of mobility with vertical field is also neglected; a typical empirical law lowers the magnitude of the residual by roughly a tenth. The largest oxide field, 1.6 MV/cm, is well below the rough breakdown value of 10 MV/cm, and the estimated tunnelling is about $10^{-52}$ electrons per cycle. In the steady constant-mobility profile the lateral field reaches 8000 V/cm, where the low-field drift velocity would be $4\times10^6$ cm/s, 40% of the saturation value.

The residual is small beside the transport charge: 13.8 pC passes each way per cycle, with a peak current of 0.69 mA, so 28.8 fC is 0.2% of it. It matters when the two directions cancel and the quantity sought is the small net charge, as on this cycle. The remaining values are in the numerical output below.

## Table of computed values

```
width, length: 10, 5 um
oxide thickness: 20 nm
mobility: 500 cm2/Vs; temperature: 300 K
gate voltage, threshold: 4.0, 1.0 V
source/drain levels: 0.0, 2.0 V
overdrive low, high: 1.0, 3.0 V
leg time, period: 20, 80 ns
transit scale L^2/(mobility*1 V): 0.50 ns
oxide capacitance C0: 86.33 fF
gate charge at (low,low): 86.33 fC
gate charge at (high,low): 187.04 fC
gate charge at (high,high): 258.98 fC
Meyer charge into moving terminal, source falls: -100.72 fC
Meyer charge into moving terminal, drain falls: -71.94 fC
Meyer charge into moving terminal, source rises: 71.94 fC
Meyer charge into moving terminal, drain rises: 100.72 fC
Meyer source residual, line integral: -28.776 fC
Meyer source residual, area integral: -28.776 fC
Meyer source residual, closed form: -28.776 fC
Meyer drain residual: 28.776 fC
Meyer gate residual: 0.0e+00 fC (magnitude)
source residual in electron charges: 1.796e+05
fictitious direct current: 359.7 nA
gate-pulse loop, source residual: 28.776 fC
end-point rule, 100 steps/leg, gate: 0.576 fC
end-point rule, 200 steps/leg, gate: 0.288 fC
end-point rule, 100 steps/leg, source: -29.064 fC
end-point rule, 200 steps/leg, source: -28.920 fC
reciprocal conserving model, C_SD (s0=4 V): -19.78 fF
C_GS at (high,low): 53.96 fF
physical C_SG at (high,low): 40.29 fF
first leg, source, solved channel: -63.91 fC
first leg, source, partition formula: -64.03 fC
first leg, source, Meyer: -100.72 fC
solved channel, net source charge: 3.7e-12 fC (mag.)
peak transport current: 0.691 mA
transport charge each way per cycle: 13.81 pC
saturation velocity: 1.0e+07 cm/s
velocity saturation, net source charge: -0.6161 fC
same, cycle twice as fast: -0.6160 fC
substrate doping: 1.0e+16 cm-3
body coefficient: 0.334 V^0.5
Meyer source residual with body effect: -35.15 fC
Meyer source residual with diffusion: -28.41 fC
capacitance loss, 1 nm inversion depth: 1.7 %
largest oxide field: 1.64 MV/cm
log10 of tunnelling electrons per cycle: -52
largest lateral field: 8000 V/cm
```
